# Linear Conductance of Stacked Nanosheets Fed Through a Resistive Source Column: a numerical check

```python
# Result under test: N equal sheets (resistance R each) join an ideal drain to a
# source column with resistance r between neighbouring sheets and r_t from the
# source terminal to the top sheet. The total linear conductance G_N obeys
#   1/G_N = r_t - r/2 + Z coth(N theta),
#   sinh(theta/2) = sqrt(r/R)/2,   Z = R sinh(theta),
# so G_N saturates exponentially with N. Explicit resistor networks, solved by
# Kirchhoff's laws, are the independent side of the tests. SI units inside.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit


def solve_network(edges):
    """edges: (node, node, resistance). Source 'S' at 1 V, drain 'D' at 0 V.
    Returns the conductance from S to D and the node potentials."""
    potentials = {"S": 1.0, "D": 0.0}
    index = {}
    for a, b, _ in edges:
        for node in (a, b):
            if node not in potentials and node not in index:
                index[node] = len(index)
    rows, cols, vals = [], [], []
    rhs = np.zeros(len(index))
    for a, b, res in edges:
        for p, q in ((a, b), (b, a)):
            if p in index:
                rows.append(index[p])
                cols.append(index[p])
                vals.append(1 / res)
                if q in index:
                    rows.append(index[p])
                    cols.append(index[q])
                    vals.append(-1 / res)
                else:
                    rhs[index[p]] += potentials[q] / res
    if index:
        size = len(index)
        matrix = coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc()
        solution = np.atleast_1d(spsolve(matrix, rhs))
        for node, i in index.items():
            potentials[node] = solution[i]
    current = 0.0
    for a, b, res in edges:
        if "D" in (a, b):
            other = a if b == "D" else b
            current += potentials[other] / res
    return current, potentials


def ladder_network(N, r, R, r_t):
    """Kirchhoff solution of the ladder: conductance and sheet-node potentials."""
    names = [("s", k) for k in range(1, N + 1)]
    edges = []
    if r_t == 0:
        names[0] = "S"
    else:
        edges.append(("S", names[0], r_t))
    edges += [(names[k], names[k + 1], r) for k in range(N - 1)]
    edges += [(name, "D", R) for name in names]
    G, pot = solve_network(edges)
    return G, np.array([pot[name] for name in names])


def theta_Z(r, R):
    theta = 2 * np.arcsinh(0.5 * np.sqrt(r / R))
    return theta, R * np.sinh(theta)


def G_formula(N, r, R, r_t):
    theta, Z = theta_Z(r, R)
    return 1 / (r_t - r / 2 + Z / np.tanh(N * theta))


def G_limit(r, R, r_t):
    return 1 / (r_t - r / 2 + theta_Z(r, R)[1])


def sheets_for_fraction(f, r, R, r_t):
    theta, Z = theta_Z(r, R)
    return np.log(1 + 2 * f * Z * G_limit(r, R, r_t) / (1 - f)) / (2 * theta)


# ---- tests of the ladder law, with R = 1 ----
worst = 0.0
for r in (0.05, 0.4, 3.0):
    theta, Z = theta_Z(r, 1.0)
    assert abs(Z / np.sqrt(r + r * r / 4) - 1) < 1e-12
    for r_t in (0.0, 0.3, 2.0):
        G = {}
        for N in range(1, 11):
            G[N], v = ladder_network(N, r, 1.0, r_t)
            worst = max(worst, abs(G_formula(N, r, 1.0, r_t) / G[N] - 1))
            n = np.arange(1, N + 1)
            shape = np.cosh((N + 0.5 - n) * theta) / np.cosh((N - 0.5) * theta)
            assert np.allclose(v / v[0], shape, rtol=1e-9)
            if r_t == 0:
                Y = np.sinh(N * theta) / (2 * np.sinh(theta / 2)
                                          * np.cosh((N - 0.5) * theta))
                assert abs(Y / G[N] - 1) < 1e-9
        G_long = ladder_network(200, r, 1.0, r_t)[0]
        assert abs(G_limit(r, 1.0, r_t) / G_long - 1) < 1e-9
        gains = np.array([G[N + 1] - G[N] for N in range(1, 10)])
        D = [(r_t - r / 2) * np.sinh(N * theta) + Z * np.cosh(N * theta)
             for N in range(1, 11)]
        for N in range(1, 10):
            gain = Z * np.sinh(theta) / (D[N - 1] * D[N])
            assert abs(gain - gains[N - 1]) < 1e-6 * gain + 1e-12
            gap = 2 * Z * G[N] * G_long / (np.exp(2 * N * theta) - 1)
            assert abs(gap - (G_long - G[N])) < 1e-6 * gap + 1e-12
        resolved = gains[gains > 1e-11]
        assert np.all(np.diff(resolved) < 0)
        for f in (0.8, 0.9, 0.97):
            first = next(N for N in range(1, 200)
                         if ladder_network(N, r, 1.0, r_t)[0] >= f * G_long)
            needed = max(1, int(np.ceil(sheets_for_fraction(f, r, 1.0, r_t))))
            assert first == needed
assert worst < 1e-9

# ratio of successive gains far down the stack
g20, g21, g22 = [ladder_network(N, 0.06, 1.0, 0.2)[0] for N in (20, 21, 22)]
assert abs((g22 - g21) / (g21 - g20) / np.exp(-2 * theta_Z(0.06, 1.0)[0]) - 1) < 1e-3
# weak column: first order in r (the next order is about r N^2 / R)
weak = (1 / ladder_network(5, 1e-4, 1.0, 0.3)[0] - 0.3 - 1 / 5) / 1e-4
assert abs(weak / (4 * 9 / 30) - 1) < 5e-3
# no column resistance between sheets: algebraic saturation only
for N in (1, 4, 9):
    assert abs(ladder_network(N, 1e-7, 1.0, 0.3)[0] * (1 + 0.3 * N) / N - 1) < 1e-5


def two_column_network(N, r_s, r_d, R, t_s, t_d):
    edges = [("S", ("s", 1), t_s), ("D", ("d", 1), t_d)]
    for k in range(1, N + 1):
        edges.append((("s", k), ("d", k), R))
        if k < N:
            edges.append((("s", k), ("s", k + 1), r_s))
            edges.append((("d", k), ("d", k + 1), r_d))
    return solve_network(edges)[0]


for N in (1, 3, 7):
    both = two_column_network(N, 0.2, 0.5, 1.0, 0.3, 0.1)
    assert abs(both / G_formula(N, 0.7, 1.0, 0.4) - 1) < 1e-9

# ---- example: silicon nanosheets, rough typical values ----
e, h, hbar, m0, kB = const.e, const.h, const.hbar, const.m_e, const.k
nm = 1e-9
width, thick, gate, pitch = 30 * nm, 5 * nm, 15 * nm, 15 * nm
col_len, spacer = 15 * nm, 5 * nm
rho = 0.5e-3 * 1e-2          # ohm m
rho_contact = 2e-9 * 1e-4    # ohm m^2
density = 1.2e13 * 1e4       # electrons per m^2 of sheet, both faces together
mobility = 150e-4            # m^2/(V s)
temperature = 300.0
overdrive, drain_bias = 0.4, 0.05
col_density = 5e20 * 1e6     # active donors per m^3
m_t, m_l = 0.19, 0.916       # silicon conduction-band masses / m0

# (valley count, confinement mass, density-of-states mass, transverse mass)
# for a (100) sheet with current along <110>
valleys = ((2, m_l, m_t, m_t), (4, m_t, np.sqrt(m_t * m_l), (m_t + m_l) / 2))
phi = np.linspace(0, 2 * np.pi, 200001)
k_side = (np.sqrt(m_l) * np.cos(phi) + np.sqrt(m_t) * np.sin(phi)) / np.sqrt(2)
assert abs(k_side.max() / np.sqrt(valleys[1][3]) - 1) < 1e-8


def ballistic(n_sheet, T):
    """Ballistic conductance of one sheet and the lowest subband's share of n."""
    kT = kB * T
    bands = [(g, (hbar * np.pi * j / thick) ** 2 / (2 * mz * m0), md * m0, my * m0)
             for g, mz, md, my in valleys for j in range(1, 6)]

    def filling(mu):
        return np.array([g * md / (np.pi * hbar ** 2) * kT
                         * np.logaddexp(0, (mu - E0) / kT) for g, E0, md, my in bands])

    mu = e * brentq(lambda x: filling(x * e).sum() / n_sheet - 1, -1.0, 2.0, xtol=1e-13)
    modes = 0.0
    for g, E0, md, my in bands:
        eta = (mu - E0) / kT

        def integrand(u):
            return np.sqrt(u) * expit(u - eta) * expit(eta - u)

        top = max(eta, 0.0)
        integral = quad(integrand, 0, top + 40, limit=300)[0]
        modes += g * width / np.pi * np.sqrt(2 * my * kT) / hbar * integral
    return 2 * e ** 2 / h * modes, filling(mu)[0] / n_sheet


# cold, dilute sheet: one subband, so modes = 2 W k_F / pi with k_F^2 = pi n
k_fermi = np.sqrt(np.pi * 1e16)
cold = 2 * e ** 2 / h * 2 * width * k_fermi / np.pi
assert abs(ballistic(1e16, 4.0)[0] / cold - 1) < 5e-3

G_ball, lowest_share = ballistic(density, temperature)
R_ball = 1 / G_ball
R_diff = gate / (mobility * e * density * width)
R_spacers = 2 * rho * spacer / (width * thick)
R = R_ball + R_diff + R_spacers
area = col_len * width
r = rho * pitch / area
R_contact = rho_contact / area
r_t = R_contact + r / 2      # the top sheet lies half a pitch below the contact
theta, Z = theta_Z(r, R)
G_inf = G_limit(r, R, r_t)


def column_grid(N, cell, lateral=1.0):
    """Two-dimensional source column; sheets leave through windows on one side.
    lateral multiplies the sideways conductivity of the column."""
    nx, nz = round(col_len / cell), round(N * pitch / cell)
    square = rho / width
    edges = [("S", (i, 0), square / 2 + rho_contact / (cell * width))
             for i in range(nx)]
    for i in range(nx):
        for j in range(nz):
            if i + 1 < nx:
                edges.append(((i, j), (i + 1, j), square / lateral))
            if j + 1 < nz:
                edges.append(((i, j), (i, j + 1), square))
    n_window = round(thick / cell)
    for k in range(N):
        centre = (k + 0.5) * pitch
        rows = [j for j in range(nz) if abs((j + 0.5) * cell - centre) < thick / 2]
        assert len(rows) == n_window
        for j in rows:
            edges.append(((nx - 1, j), "D", square / 2 / lateral + R * n_window))
    return solve_network(edges)[0]


G4 = G_formula(4, r, R, r_t)
grid4 = column_grid(4, 0.5 * nm)
assert abs(column_grid(4, 1.0 * nm) / grid4 - 1) < 0.01
# perfect sideways conduction must restore the ladder; the finite window height
# leaves a difference of a few tenths of a percent
grid4_lateral = column_grid(4, 0.5 * nm, lateral=1e5)
assert abs(grid4_lateral / G4 - 1) < 0.01


def biased_ratio(N, V, r_col, r_top):
    """Current at drain bias V over its linear value; the whole branch is taken
    to scale with the local gate overdrive, which overstates the effect."""
    def branch(s):
        return (V - s) * (1 - (V + s) / (2 * overdrive)) / R

    def residual(y):
        s = y * V
        i = branch(s)
        below = np.cumsum(i[::-1])[::-1]
        drops = np.concatenate(([r_top], np.full(N - 1, r_col))) * below
        return (s - np.cumsum(drops)) / V

    y, info, ok, message = fsolve(residual, np.full(N, 0.3), full_output=True)
    assert ok == 1 and np.max(np.abs(residual(y))) < 1e-8
    return branch(y * V).sum() / (V * ladder_network(N, r_col, R, r_top)[0])


assert abs(biased_ratio(4, 1e-3, r, r_t) - 1) < 5e-3
bias4 = biased_ratio(4, drain_bias, r, r_t)

k_col = (3 * np.pi ** 2 * col_density / 6) ** (1 / 3)   # six valleys
mfp_col = hbar * k_col / (rho * col_density * e ** 2)

G4_real = two_column_network(4, r, r, R, r_t, r_t)
assert abs(G4_real / G_formula(4, 2 * r, R, 2 * r_t) - 1) < 1e-9
v4 = ladder_network(4, r, R, r_t)[1]

print(f"sheet width, thickness: {width/nm:.0f}, {thick/nm:.0f} nm")
print(f"gate length, pitch: {gate/nm:.0f}, {pitch/nm:.0f} nm")
print(f"column length, each spacer: {col_len/nm:.0f}, {spacer/nm:.0f} nm")
print(f"column resistivity: {rho*1e5:.2f} mohm cm")
print(f"contact resistivity: {rho_contact*1e4:.1e} ohm cm2")
print(f"sheet electron density: {density*1e-4:.2e} cm^-2")
print(f"channel mobility: {mobility*1e4:.0f} cm2/Vs; temperature: {temperature:.0f} K")
print(f"silicon masses m_t, m_l: {m_t}, {m_l} m0")
print(f"lowest subband's share of electrons: {100*lowest_share:.1f} %")
print(f"ballistic resistance of a sheet: {R_ball:.0f} ohm")
print(f"diffusive resistance of a sheet: {R_diff:.0f} ohm")
print(f"two spacer links: {R_spacers:.0f} ohm")
print(f"R, whole sheet branch: {R:.0f} ohm")
print(f"r, column per pitch: {r:.1f} ohm")
print(f"metal contact: {R_contact:.1f} ohm; r_t: {r_t:.1f} ohm")
print(f"r/R: {r/R:.5f}; theta: {theta:.5f}; 1/theta: {1/theta:.3f} sheets")
print(f"Z: {Z:.1f} ohm; limiting resistance: {1/G_inf:.1f} ohm")
print(f"limiting conductance: {G_inf*1e3:.4f} mS")
print("N | G_N (mS) | gain over N-1 (mS) | % of limit | G_N if r=0, same r_t (mS)")
previous = 0.0
for N in range(1, 9):
    GN = G_formula(N, r, R, r_t)
    flat = N / (R + N * r_t)
    print(f"{N} | {GN*1e3:.4f} | {(GN-previous)*1e3:.4f} | {100*GN/G_inf:.1f} | {flat*1e3:.4f}")
    previous = GN
print(f"limit if r=0, same r_t: {1e3/r_t:.4f} mS")
N90 = sheets_for_fraction(0.9, r, R, r_t)
print(f"sheets for 90 % of limit: {N90:.3f}, so {int(np.ceil(N90))}")
print(f"late ratio of successive gains exp(-2 theta): {np.exp(-2*theta):.4f}")
print("current shares, 4 sheets, top first (%): "
      + ", ".join(f"{100*x:.1f}" for x in v4 / v4.sum()))
weak4 = r_t + R / 4 + r * 3 * 7 / 24
print(f"4 sheets, resistance exact / weak-column: {1/G4:.1f} / {weak4:.1f} ohm")
print(f"equal drain column, 4 sheets: {G4_real*1e3:.4f} mS ({100*(G4_real/G4-1):.1f} %)")
print(f"equal drain column, limit: {G_limit(2*r, R, 2*r_t)*1e3:.4f} mS")
print(f"2D column, 4 sheets: {grid4*1e3:.4f} mS ({100*(grid4/G4-1):.2f} %)")
print(f"2D column, perfect sideways conduction: {grid4_lateral*1e3:.4f} mS")
print(f"drain bias, overdrive: {drain_bias*1e3:.0f} mV, {overdrive:.2f} V")
print(f"current at that bias / linear value, 4 sheets: {bias4:.4f}")
print(f"same ratio without column or contact: {1-drain_bias/(2*overdrive):.4f}")
print(f"column donors: {col_density*1e-6:.1e} cm^-3; mean free path: {mfp_col/nm:.2f} nm")
print(f"largest relative error, formula against network: {worst:.1e}")
print("done: every assertion held")
```

Running it gives:

```
sheet width, thickness: 30, 5 nm
gate length, pitch: 15, 15 nm
column length, each spacer: 15, 5 nm
column resistivity: 0.50 mohm cm
contact resistivity: 2.0e-09 ohm cm2
sheet electron density: 1.20e+13 cm^-2
channel mobility: 150 cm2/Vs; temperature: 300 K
silicon masses m_t, m_l: 0.19, 0.916 m0
lowest subband's share of electrons: 48.9 %
ballistic resistance of a sheet: 932 ohm
diffusive resistance of a sheet: 1734 ohm
two spacer links: 333 ohm
R, whole sheet branch: 2999 ohm
r, column per pitch: 166.7 ohm
metal contact: 444.4 ohm; r_t: 527.8 ohm
r/R: 0.05557; theta: 0.23519; 1/theta: 4.252 sheets
Z: 711.9 ohm; limiting resistance: 1156.4 ohm
limiting conductance: 0.8648 mS
N | G_N (mS) | gain over N-1 (mS) | % of limit | G_N if r=0, same r_t (mS)
1 | 0.2835 | 0.2835 | 32.8 | 0.2835
2 | 0.4836 | 0.2000 | 55.9 | 0.4932
3 | 0.6190 | 0.1354 | 71.6 | 0.6546
4 | 0.7081 | 0.0891 | 81.9 | 0.7827
5 | 0.7656 | 0.0575 | 88.5 | 0.8868
6 | 0.8023 | 0.0367 | 92.8 | 0.9731
7 | 0.8255 | 0.0232 | 95.5 | 1.0457
8 | 0.8402 | 0.0146 | 97.2 | 1.1078
limit if r=0, same r_t: 1.8947 mS
sheets for 90 % of limit: 5.297, so 6
late ratio of successive gains exp(-2 theta): 0.6248
current shares, 4 sheets, top first (%): 29.5, 25.6, 23.1, 21.9
4 sheets, resistance exact / weak-column: 1412.3 / 1423.4 ohm
equal drain column, 4 sheets: 0.4864 mS (-31.3 %)
equal drain column, limit: 0.5256 mS
2D column, 4 sheets: 0.6977 mS (-1.46 %)
2D column, perfect sideways conduction: 0.7093 mS
drain bias, overdrive: 50 mV, 0.40 V
current at that bias / linear value, 4 sheets: 0.9498
same ratio without column or contact: 0.9375
column donors: 5.0e+20 cm^-3; mean free path: 2.22 nm
largest relative error, formula against network: 8.9e-16
done: every assertion held
```
